# Ehrenfest Dynamics from the TDSCF Product Ansatz and the Classical Limit, part 2

Ehrenfest dynamics moves the nuclei of a molecule along a single path, driven by the mean force of a time-dependent electronic state. The question is when this is enough. The derivation first makes the wavefunction a product, then replaces its nuclear factor by a point.

The algebra uses atomic units; the numerical example uses eV, Å and fs. Nuclear coordinates $R_a$ have masses $M_a$, and $\partial_a=\partial/\partial R_a$. The electronic Hamiltonian $H_e(R)$ includes nuclear repulsion. Apart from a phase, the product $\Psi$ consists of normalized factors $\phi(r,t)$, independent of $R$, and $\chi(R,t)$. In the time-dependent self-consistent-field (TDSCF) equations, the electrons obey $i\dot\phi=\bar H\phi$ with $\bar H=\int|\chi|^2H_e(R)\,dR$. The nuclei move in $V_E(R,t)=\langle\phi|H_e(R)|\phi\rangle$, so $\partial_bV_E=\langle\phi|\partial_bH_e(R)|\phi\rangle$.

A parameter $\varepsilon$, physically 1, replaces $\hbar$ in the nuclear equation only. With $\chi=Ae^{iS/\varepsilon}$ and momentum field $P_a=\partial_aS$, the continuity equation and the equation of motion are

$$
\partial_tA^2+\sum_a\partial_a\Big(A^2\frac{\partial_aS}{M_a}\Big)=0 ,
\tag{7}
$$

$$
\partial_tP_b+\sum_a\frac{P_a}{M_a}\,\partial_aP_b=-\partial_b(V_E+Q),
\tag{9}
$$

where $Q=-\sum_a\frac{\varepsilon^2}{2M_a}\frac{\partial_a^2A}{A}$ is the quantum potential.

A free Gaussian packet in one coordinate, with mass $M$, initial width $\sigma_0$ and fixed $s$, has variance

$$
\sigma^2(t)=\sigma_0^2+\Big(\frac{\varepsilon t}{2M\sigma_0}\Big)^2
=\varepsilon\Big(s^2+\frac{t^2}{4M^2s^2}\Big)\quad\text{for }\sigma_0^2=\varepsilon s^2 .
\tag{11}
$$

In a smooth potential the variance also stays $O(\varepsilon)$ over a fixed time.

The product form leaves a residual $w=H\Psi-i\dot\Psi$, with $H$ the full Hamiltonian. For a narrow packet of width $\sigma$ centred at $R_c$, write $H_e=H_0+xH_1+O(x^2)$ with $x=R-R_c$, and $h_1=\langle\phi|H_1|\phi\rangle$. To leading order,

$$
\|w\|=\sigma\,\Delta F,\qquad
\Delta F=\sqrt{\langle\phi|(H_1-h_1)^2|\phi\rangle}.
\tag{5}
$$

Here $\Delta F$ is the standard deviation of the force operator $-H_1$. The product's distance from the full solution is at most $\int_0^t\|w\|\,dt'$, so the product is guaranteed reliable while the accumulated $\sigma\Delta F\,t$ is much smaller than one.

### The mean quantum force is zero

The centre of the packet is protected more strongly. Multiply the gradient of $Q$ by the density:

$$
\begin{aligned}
A^2\partial_bQ
&=-\sum_a\frac{\varepsilon^2}{2M_a}\big(A\,\partial_b\partial_a^2A-\partial_bA\,\partial_a^2A\big)\\
&=-\sum_a\frac{\varepsilon^2}{2M_a}\,\partial_a\big(A\,\partial_a\partial_bA-\partial_aA\,\partial_bA\big).
\end{aligned}
$$

To check the second line, carry out the outer derivative: the two terms $\partial_aA\,\partial_a\partial_bA$ cancel, and the first line remains. For a smooth packet without nodes that decays at large distance, the integral of this divergence is zero.

Now follow the mean position $\langle R_b\rangle=\int R_bA^2dR$. The continuity equation and one integration by parts give

$$
\frac{d}{dt}\langle R_b\rangle=-\int R_b\sum_a\partial_a\Big(A^2\frac{P_a}{M_a}\Big)dR=\int A^2\frac{P_b}{M_b}\,dR .
$$

Differentiate again, using the continuity equation for $\partial_tA^2$ and another integration by parts:

$$
\begin{aligned}
M_b\frac{d^2}{dt^2}\langle R_b\rangle
&=\int\big(P_b\,\partial_tA^2+A^2\,\partial_tP_b\big)dR\\
&=\int A^2\Big(\sum_a\frac{P_a}{M_a}\partial_aP_b+\partial_tP_b\Big)dR\\
&=-\int A^2\,\partial_b(V_E+Q)\,dR=-\langle\partial_bV_E\rangle .
\end{aligned}
\tag{12}
$$

The quantum force has dropped out without being neglected. It still affects the centre indirectly, because it changes the width over which $\partial_bV_E$ is averaged.

### Closing the equations on one trajectory

Let $R_c=\langle R\rangle$ and let $K_{ac}$ be the covariance matrix of the packet, of order $\varepsilon$. Assume that the operators and matrix elements that matter are smooth in $R$ across the packet. Terms linear in $R-R_c$ average to zero, so

$$
\begin{aligned}
\langle\partial_bV_E\rangle&=\partial_bV_E(R_c)+\tfrac12\sum_{ac}K_{ac}\,\partial_a\partial_c\partial_bV_E(R_c)+\dots,\\
\bar H&=H_e(R_c)+\tfrac12\sum_{ac}K_{ac}\,\partial_a\partial_cH_e(R_c)+\dots
\end{aligned}
$$

Both corrections are $O(\varepsilon)$. Dropping them amounts to replacing $|\chi|^2$ by $\delta(R-R(t))$, and gives

$$
i\dot\phi=H_e(R(t))\phi,\qquad
\dot R_a=\frac{P_a}{M_a},\qquad
\dot P_a=-\langle\phi|\partial_aH_e(R(t))|\phi\rangle .
\tag{13}
$$

These are the Ehrenfest equations. Over a fixed time, a perturbation of order $\varepsilon$ in smooth equations of motion changes the solution by order $\varepsilon$. That is the expected distance between the TDSCF centre and the Ehrenfest path.

The energy is $E=\sum_aP_a^2/2M_a+\langle\phi|H_e(R)|\phi\rangle$. Its time derivative has three parts:

$$
\dot E=\sum_a\frac{P_a\dot P_a}{M_a}+\sum_a\dot R_a\langle\phi|\partial_aH_e|\phi\rangle+i\langle\phi|[H_e,H_e]|\phi\rangle=0 .
$$

The first two cancel by (13), and the third is a commutator of an operator with itself.

### The same equations in adiabatic states

Equation (13) needs no electronic eigenstates, but they help to interpret the force. In one coordinate let $H_e|k\rangle=E_k|k\rangle$, expand $\phi=\sum_kc_k|k(R)\rangle$, and define $d_{kl}=\langle k|\partial_Rl\rangle$. The states move with $R(t)$, so $\dot\phi=\sum_l(\dot c_l|l\rangle+c_l\dot R|\partial_Rl\rangle)$. Projection on $\langle k|$ gives

$$
i\dot c_k=E_kc_k-i\dot R\sum_ld_{kl}c_l .
$$

For the force, differentiate the eigenvalue equation and project on $\langle k|$:

$$
\langle k|H_e'|l\rangle+E_kd_{kl}=E_l'\,\delta_{kl}+E_ld_{kl}.
$$

The matrix elements of $H_e'$ follow, and

$$
F=-\sum_k|c_k|^2E_k'-\sum_{k\ne l}c_k^*c_l\,(E_l-E_k)\,d_{kl}.
\tag{14}
$$

The first sum averages the slopes of the surfaces. The second is a coherence force, linear in each amplitude. If a single state stays populated, (14) reduces to $F=-E_k'$, which is Born–Oppenheimer dynamics on that surface.

### A two-state crossing

The example is a model with round parameters. One nuclear coordinate, of mass 10 u, is coupled to two electronic states:

$$
H_e=\begin{pmatrix}V&C\\C&-V\end{pmatrix},\qquad
V=D\tanh\frac RL,\qquad C=C_0e^{-R^2/L^2},
$$

with $D=0.50$ eV, $C_0=0.10$ eV and $L=0.50$ Å. The system starts in state 1 at $R=-2.00$ Å with 2.00 eV of central kinetic energy, and the packet width is $\sigma_0=0.10$ Å. State 1 is the lower state on the left and the upper state on the right. At the start $V$ is close to $-0.50$ eV, so the Ehrenfest energy is $2.00-0.50=1.50$ eV.

Just before the crossing, at 30 fs, the path is at $R=-0.163$ Å. The upper adiabatic state has a population of only 0.010, yet the two parts of (14) are

$$
F=-0.710-0.064=-0.774\ \text{eV/Å}.
$$

The coherence force is noticeable because it scales with the amplitude, $\sqrt{0.010}=0.10$, and not with the population.

The classical limit can be examined by solving the TDSCF equations on a grid with $\sigma_0^2$ proportional to $\varepsilon$. The largest difference in mean position from the Ehrenfest path, over the times 20, 40, 60 and 80 fs, is:

| $\varepsilon$ | difference (Å) |
|---|---|
| 1 | 0.0180 |
| 1/2 | 0.0093 |
| 1/4 | 0.0047 |
| 1/8 | 0.0024 |

Successive ratios are 1.95, 1.98 and 1.99, approaching the value 2 expected of an $O(\varepsilon)$ error. At $\varepsilon=1$ and at these four times, the classical limit costs up to 0.018 Å in position and 0.025 in population, both relative to TDSCF. During the crossing itself the population difference is larger, about 0.04 near 36 fs.

### What the exact wavepacket of the model shows

The two-state model can also be solved without the product ansatz, up to small discretization errors. At 80 fs the three descriptions give:

| | mean $R$ (Å) | population of state 1 |
|---|---|---|
| Ehrenfest | 2.600 | 0.406 |
| TDSCF | 2.582 | 0.431 |
| full wavepacket | 2.582 | 0.399 |

The Ehrenfest population is closer to the full result than that of TDSCF, from which it was derived. Relative to the full result, the product ansatz raises the population by 0.032, and the classical limit then lowers it by 0.025, leaving 0.007. In this model the compensation is systematic. For packets started at $R=-3.00$ Å with $\sigma_0$ between 0.07 and 0.30 Å, the full final population stays between 0.398 and 0.400, near the Ehrenfest value 0.406, which does not depend on the width, while TDSCF gives values from 0.445 to 0.492. In TDSCF the electrons see $H_e$ averaged over the whole packet, an average that the full equation does not take, and the point limit removes it again. This advantage concerns the final population after one crossing; it does not repair the product form. The close agreement of the TDSCF mean position does not hold throughout the motion either: at 40 and 60 fs it lies about 0.004 Å below the full result.

The mean values conceal a qualitative difference. The full packet has split:

| component | population | mean $R$ (Å) | kinetic energy (eV) |
|---|---|---|---|
| state 1 | 0.399 | 2.155 | 1.02 |
| state 2 | 0.601 | 2.865 | 2.00 |

The kinetic energies follow from energy conservation in each channel: $1.50-0.50=1.00$ eV on the upper surface and $1.50+0.50=2.00$ eV on the lower one, apart from small effects of the packet's energy spread. The Ehrenfest path instead moves on the population-weighted potential, $0.50\,(0.406-0.594)=-0.094$ eV, and has

$$
1.500+0.094=1.594\ \text{eV}
$$

of kinetic energy. Neither component has this energy. The path ends 0.44 Å ahead of one component and 0.27 Å behind the other. A calculation of mean position would be served well by it; a calculation of product velocities would not.

The electronic state differs as well. Let $\rho_{ij}$ be the electronic density matrix left after integrating over $R$. Its purity is

$$
\mathrm{Tr}\,\rho^2=\rho_{11}^2+\rho_{22}^2+2|\rho_{12}|^2 .
$$

The populations alone contribute $0.399^2+0.601^2=0.520$, which is the full printed value to three digits. The off-diagonal term, an overlap of the two nuclear packets, is therefore negligible at this precision. In Ehrenfest dynamics $\phi$ remains a single pure state with purity 1. It keeps a coherence that the separated packets have lost, and this coherence would influence the outcome if the path met a second coupling region.

### Could the failure have been foreseen?

The rate $\sigma\Delta F$ gives a warning from the Ehrenfest path alone. That path reaches $R=0$ at 32.9 fs with population $p=0.820$ in state 1. There $C'=0$, and the two diabatic forces are $\mp D/L=\mp1.00$ eV/Å. A two-valued quantity with values separated by $2D/L$ has standard deviation

$$
\Delta F=\frac{2D}{L}\sqrt{p(1-p)}=2.00\sqrt{0.820\times0.180}=0.77\ \text{eV/Å}.
$$

With the initial width, $\sigma_0\Delta F=0.077$ eV, or 0.0028 hartree. The unexpanded residual for the same Gaussian is 0.074 eV, so the leading-order estimate is adequate here. The corresponding time is $\hbar/(\sigma_0\Delta F)=8.6$ fs. At the initial speed of 0.062 Å/fs, the path needs about $0.50/0.062=8$ fs to travel a distance $L$. The accumulated error measure is thus of order one during the crossing, and the product form loses its guarantee there.

This estimate uses the initial width. A free packet would have spread to 0.138 Å after 30 fs. The potential of state 1 is convex to the left of the crossing and slows this spreading, but the packet still arrives wider than $\sigma_0$, and a wider packet shortens the warning time further.

### When a single path is justified

The limit $\varepsilon\to0$ connects TDSCF to Ehrenfest dynamics. It does not show that the full quantum dynamics approaches Ehrenfest dynamics, because the product ansatz was made beforehand and its error is not controlled by $\varepsilon$.

A physical limit that controls both errors is that of heavy nuclei at fixed speed, fixed duration and bounded forces. Choose $\sigma_0^2\propto1/M$. By (11) with $\varepsilon=1$, the free width then stays proportional to $M^{-1/2}$, and so does $\sigma\Delta F\,t$. The product error vanishes as $M$ grows. In the same limit, however, the acceleration $F/M$ vanishes too: the nuclei approach a prescribed uniform motion, and the electronic back-reaction becomes a small correction. Ehrenfest dynamics is thus well founded when fast, heavy nuclei drive the electrons and are little deflected by them.

Outside that regime, the decision can be based on three questions.

- **Do the populated states exert different forces?** By (5), $\Delta F$ vanishes exactly when $\phi$ is an eigenvector of $H_e'$. It is small, for instance, if the populated adiabatic surfaces are nearly parallel and the off-diagonal elements $(E_l-E_k)d_{kl}$ of $H_e'$ that involve them are small as well; then a single path can serve for a long time. This condition is sufficient but not necessary: at $R=0$ in the model, diabatic state 1 has $\Delta F=0$ although the off-diagonal element between the adiabatic states has magnitude $D/L$. Parallel surfaces alone are not enough: with only state $k$ populated, $\Delta F^2=\sum_{l\ne k}(E_l-E_k)^2|d_{lk}|^2$, and in the model both adiabatic slopes vanish at $R=0$, yet either adiabatic state alone has $\Delta F=D/L=1.00$ eV/Å there.
- **How long does the difference act?** Compare the duration with $\hbar/(\sigma\Delta F)$, evaluated along the path with a realistic packet width.
- **Which quantity is wanted?** A mean position or a population after one crossing may survive the loss of the product form approximately. In the model the TDSCF mean position stayed within 0.004 Å of the full result at the four sampled times and its final population was off by 0.032; the final Ehrenfest population, free of the average of $H_e$ over the packet, was off by 0.007. Channel-resolved velocities, branching into different products, and interference at a later crossing require nuclear motion that can separate.

Starting many Ehrenfest trajectories from a distribution of positions and momenta represents the initial spread, but it does not remove the difficulty. Each trajectory still feels the average force of all its populated states. When the answer depends on the separation of the paths, the method must allow more than one nuclear path for the same initial condition.

## Table of computed values

```
mass: 10.0 u
D: 0.50 eV; C0: 0.10 eV; L: 0.50 angstrom
start: -2.00 angstrom; sigma0: 0.10 angstrom
initial central kinetic energy: 2.000 eV
initial speed: 0.06212 angstrom/fs
Ehrenfest total energy: 1.5003 eV
Ehrenfest largest energy drift: 2.5e-10 eV
TDSCF projection test, largest error: 2.1e-15
free packet sigma after 30 fs: 0.1381 angstrom
mean R in angstrom: time/fs, Ehrenfest, TDSCF, exact model
  20  -0.7603  -0.7606  -0.7606
  40  0.3844  0.3817  0.3852
  60  1.4910  1.4809  1.4845
  80  2.6003  2.5823  2.5820
population of state 1: time/fs, Ehrenfest, TDSCF, exact model
  20  0.9999  0.9998  0.9997
  40  0.4020  0.4073  0.3889
  60  0.4061  0.4309  0.3991
  80  0.4060  0.4308  0.3991
TDSCF minus Ehrenfest, maximum over the four times:
  eps 1.000: R 0.01804 angstrom, pop. 0.02482
  eps 0.500: R 0.00925 angstrom, pop. 0.01269
  eps 0.250: R 0.00468 angstrom, pop. 0.00641
  eps 0.125: R 0.00236 angstrom, pop. 0.00322
successive R error ratios: 1.949 1.975 1.988
at 30 fs, Ehrenfest R: -0.1634 angstrom
  upper adiabatic population: 0.0101
  population force: -0.7096 eV/angstrom
  coherence force: -0.0641 eV/angstrom
  total force: -0.7738 eV/angstrom
crossing time R=0: 32.927 fs
  population of state 1: 0.8199
  force spread: 0.7686 eV/angstrom
  sigma0 * force spread: 0.0769 eV
  full product residual at sigma0: 0.0742 eV
  hbar / (sigma0*spread): 8.56 fs
Ehrenfest final kinetic energy: 1.5943 eV
exact state 1 at 80 fs: pop. 0.3991, R 2.1554 angstrom, KE 1.0188 eV
exact state 2 at 80 fs: pop. 0.6009, R 2.8654 angstrom, KE 1.9970 eV
exact electronic purity at 80 fs: 0.5204
```
